# Phase-controlled motifs in three-exposure interference lithography, compared with coherent three-beam exposure

Without control of one particular combination of fringe phases, a process meant to print holes can print pillars at unchanged period, dose and development. The lattice is correct in both cases, so a measurement of the period doesn't reveal the fault. It arises when a hexagonal pattern is built from three successive two-beam exposures. If three beams expose the resist together, their phases merely move the pattern, and polarization selects the motif. Here "motif" means the dose pattern up to a translation.

## Dose and the phase that survives

Let the three exposures have equal period \(p\), equal mean dose \(D_0\) and equal visibility \(V\), with \(K=2\pi/p\). Their fringe vectors \(\mathbf G_1,\mathbf G_2,\mathbf G_3\) have length \(K\) and point at 0, 60 and 120 degrees in the substrate frame. If doses add,
\[
D(\mathbf r)=D_0\Big[3+V\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf r+\phi_j)\Big].
\]
These directions satisfy \(\mathbf G_1-\mathbf G_2+\mathbf G_3=0\). A cosine is even, so the second fringe may be described by \(-\mathbf G_2\) and \(-\phi_2\). Define
\[
\mathbf q=(\mathbf G_1,-\mathbf G_2,\mathbf G_3),\qquad
\beta=(\phi_1,-\phi_2,\phi_3),\qquad
\theta_j=\mathbf q_j\cdot\mathbf r+\beta_j .
\]
Then \(\sum_j\mathbf q_j=0\), and
\[
D=D_0(3+Vf),\qquad f=\sum_j\cos\theta_j,\qquad
\sum_j\theta_j=\Phi=\phi_1-\phi_2+\phi_3 .
\]
The minus sign belongs to the 60-degree convention. With fringe vectors at 0, 120 and 240 degrees, \(\Phi\) is the plain sum of the phases.

Evaluating the pattern at \(\mathbf r+\mathbf d\) changes \(\beta_j\) by \(\mathbf q_j\cdot\mathbf d\). The sum of these changes is zero, so no translation alters \(\Phi\). The other two phase freedoms can be removed by solving
\[
\mathbf q_1\cdot\mathbf d=\Phi/3-\beta_1,\qquad
\mathbf q_2\cdot\mathbf d=\Phi/3-\beta_2 ,
\]
which has a solution because \(\mathbf q_1\) and \(\mathbf q_2\) are not parallel. The third phase then changes by
\[
\mathbf q_3\cdot\mathbf d=-(\mathbf q_1+\mathbf q_2)\cdot\mathbf d
=\beta_1+\beta_2-2\Phi/3=\Phi/3-\beta_3 ,
\]
so every phase becomes \(\Phi/3\). Hence \(\Phi\), modulo \(2\pi\), fixes the motif.

Different values of \(\Phi\) are different motifs. The coefficient of \(e^{i\mathbf q_j\cdot\mathbf r}\) in \(f\) is \(e^{i\beta_j}/2\), and the product of the three coefficients has phase \(\Phi\), whatever the origin. This also gives a way to extract \(\Phi\) from a measured dose map.

The dose statistics show the difference too. Averaging over a cell keeps products whose wave vectors sum to zero. In \(f^2\) each fringe contributes \(1/2\), so \(\langle f^2\rangle=3/2\) for every \(\Phi\). In \(f^3\) the surviving products are the six orderings of \(\mathbf q_1,\mathbf q_2,\mathbf q_3\) and the six of their negatives:
\[
\langle f^3\rangle=\tfrac18\left(6e^{i\Phi}+6e^{-i\Phi}\right)=\tfrac32\cos\Phi .
\]
The motifs \(\Phi\) and \(-\Phi\) share this value. They are related by \(\mathbf r\to-\mathbf r\), as the form with equal phases \(\Phi/3\) shows.

## Peaks, valleys and saddles

At a stationary point \(\sum_j\mathbf q_j\sin\theta_j=0\). Inserting \(\mathbf q_3=-\mathbf q_1-\mathbf q_2\) gives
\[
\mathbf q_1(\sin\theta_1-\sin\theta_3)+\mathbf q_2(\sin\theta_2-\sin\theta_3)=0 ,
\]
so all three sines are equal. Modulo \(2\pi\), each angle is therefore either \(\alpha\) or \(\pi-\alpha\).

If all angles are equal, \(3\theta=\Phi+2\pi m\) and
\[
f_m=3\cos\frac{\Phi+2\pi m}{3},\qquad m=0,1,2 .
\]
The matrix of second derivatives is \(H=-\sum_j\mathbf q_j\mathbf q_j^{T}\cos\theta_j\). By threefold symmetry \(\sum_j\mathbf q_j\mathbf q_j^T\) is a multiple of the unit matrix; its trace is \(3K^2\), so the multiple is \(3K^2/2\). Thus \(H=-\tfrac32K^2\cos\theta\,\mathbf 1\): a maximum for \(\cos\theta>0\), a minimum for \(\cos\theta<0\).

If two angles are \(\alpha\) and the third is \(\pi-\alpha\), their sum gives \(\alpha+\pi=\Phi\), and
\[
f_s=2\cos\alpha-\cos\alpha=\cos(\Phi-\pi)=-\cos\Phi .
\]
The odd angle can be any of the three, so there are three such points per cell, all at the same level. With the odd angle on \(\mathbf q_3\),
\[
H=-\cos\alpha\left(\tfrac32K^2\mathbf 1-2\mathbf q_3\mathbf q_3^T\right).
\]
Its eigenvalues are \(+\tfrac12K^2\cos\alpha\) along \(\mathbf q_3\) and \(-\tfrac32K^2\cos\alpha\) across it. Their signs are opposite, so these points are saddles unless \(\cos\Phi=0\).

For \(-90^\circ<\Phi<90^\circ\), \(\Phi/3\) lies within 30 degrees of zero, which gives one maximum. The other two angles lie between 90 and 150 degrees in magnitude and give two minima. Adding \(\pi\) to \(\Phi\) changes \(f\) into \(-f\), up to a translation, so for \(\cos\Phi<0\) there are two maxima and one minimum.

## When holes become pillars

Take a positive resist with a sharp threshold, cleared where \(f>t\). With \(c=\cos\theta\) at an extremum and \(3\theta=\Phi\) modulo \(2\pi\), the triple-angle formula \(\cos\Phi=4c^3-3c\) gives
\[
f_m-f_s=3c+\cos\Phi=4c^3 .
\]
Every maximum therefore lies above the common saddle level and every minimum below it.

Suppose \(t>-\cos\Phi\), with \(t\) below the highest maximum. The cleared regions contain maxima but neither saddles nor minima. For a region bounded by a regular contour, the number of maxima minus saddles plus minima is its Euler characteristic. This number is one for a disk and at most zero for a strip or a network, so each cleared region is a disk around one maximum. The cleared areas are isolated holes. For \(t<-\cos\Phi\), with \(t\) above the lowest minimum, the same argument applied to \(-f\) makes the remaining resist isolated pillars and the cleared area a network.

At \(t=0\), where the threshold equals the mean total dose, \(\Phi=0\) gives one hole per cell and \(\Phi=180^\circ\) gives one pillar. If instead \(1<t<1.5\) at \(\Phi=180^\circ\), there are two holes per cell, arranged as a honeycomb.

The boundary case \(\Phi=90^\circ\) can be factored. Choose the phases so that \(\sum_j\theta_j=\pi/2\), and set \(\chi_j=\theta_j+\pi/2\). Then \(\cos\theta_j=\sin\chi_j\) and \(\sum_j\chi_j=2\pi\). Since \((\chi_1+\chi_2)/2=\pi-\chi_3/2\),
\[
\sin\chi_1+\sin\chi_2=2\sin\frac{\chi_3}{2}\cos\frac{\chi_1-\chi_2}{2},
\]
\[
\sin\chi_3=2\sin\frac{\chi_3}{2}\cos\frac{\chi_3}{2}
=-2\sin\frac{\chi_3}{2}\cos\frac{\chi_1+\chi_2}{2}.
\]
Adding these and using the difference of two cosines,
\[
f=4\sin\frac{\chi_1}{2}\sin\frac{\chi_2}{2}\sin\frac{\chi_3}{2}.
\]
The contours \(f=0\) are three families of straight lines. They bound triangles, alternately cleared and left standing, which touch at their corners. The three saddles and one would-be extremum have merged at each corner. A sharp-threshold model has no margin there, because a small dose change opens or closes the corners.

## One coherent three-beam exposure

Let three mutually coherent plane waves have the same polar angle \(\vartheta\), azimuths 120 degrees apart, polarization vectors \(\mathbf e_j\) and phases \(\psi_j\). The common polar angle makes the intensity independent of height when there is no reflection or absorption. With lateral wave vectors \(\mathbf k_j\),
\[
I=\sum_j|\mathbf e_j|^2+2\,\mathrm{Re}\!\!\sum_{(jk)=(12),(23),(31)}\!\!
(\mathbf e_j\cdot\mathbf e_k^*)\,
e^{i[(\mathbf k_j-\mathbf k_k)\cdot\mathbf r+\psi_j-\psi_k]} .
\]
The three difference vectors sum to zero, and so do the three phase differences. The product of the Fourier coefficients therefore has phase
\[
\Phi_{\rm coh}=\arg\left[(\mathbf e_1\cdot\mathbf e_2^*)(\mathbf e_2\cdot\mathbf e_3^*)(\mathbf e_3\cdot\mathbf e_1^*)\right],
\]
in which no \(\psi_j\) appears. The shift defined by \((\mathbf k_1-\mathbf k_2)\cdot\mathbf d=\psi_1-\psi_2\) and \((\mathbf k_2-\mathbf k_3)\cdot\mathbf d=\psi_2-\psi_3\) accounts for the third difference as well. Thus the pattern with phases \(\psi_j\) is the zero-phase pattern evaluated at \(\mathbf r+\mathbf d\). The phase \(\Phi_{\rm coh}\) is defined only if all three scalar products are nonzero.

The motif still depends on polarization:

- **TE**, with the field horizontal and perpendicular to each plane of incidence: each product is \(\cos120^\circ=-1/2\). The product of three is negative, so \(\Phi_{\rm coh}=180^\circ\).
- **TM**, with the field in the plane of incidence: each product is \(\sin^2\vartheta-\tfrac12\cos^2\vartheta\). The motif changes from 180 degrees to 0 at \(\tan^2\vartheta=1/2\), or \(\vartheta=35.26^\circ\), where the fringes vanish. Here \(\vartheta\) is the angle in the medium where the pattern forms. In a resist of index \(n\) the switch needs an angle in air with sine \(n/\sqrt3\): about 79 degrees for \(n=1.7\), and out of reach for \(n>\sqrt3\).
- **Circular**, \((\mathrm{TE}+i\,\mathrm{TM})/\sqrt2\): each product is \(\tfrac12(\sin^2\vartheta-\tfrac12\cos^2\vartheta-\tfrac12)-i\tfrac{\sqrt3}{2}\cos\vartheta\), and \(\Phi_{\rm coh}\) is three times its argument.

The coherent difference vectors have length \(\sqrt3(2\pi/\lambda)\sin\vartheta\). Matching this to \(K\) requires \(\sin\vartheta=\lambda/(\sqrt3p)\), whereas a two-beam exposure needs a half-angle with sine \(\lambda/(2p)\). For \(\lambda=364\) nm and \(p=400\) nm these angles are 31.69 and 27.06 degrees in air. At the coherent angle, TE and TM both give 180 degrees, while the circular state gives
\[
3\arg(-0.293-0.737i)=3(-111.68^\circ)\equiv25.0^\circ .
\]
Beams polarized as nearly as possible along one common horizontal direction give 0 degrees, but their three fringes have unequal amplitudes (about 1.4 : 1.9 : 1.4 for the direction along one beam's azimuth), so the equal-visibility analysis above, with its common saddle level, applies to them only approximately. These values use the fields in air. Refraction into the resist changes the direction and strength of the TM component. For a resist index of 1.7 the circular state gives about 8 degrees instead of 25, while the TE, TM and common-direction values stay the same.

## Setting the phase with a rotation stage

Keep the laboratory fringes fixed and turn the substrate about an axis that passes through substrate point \(\mathbf c\). Let the axis lie a distance \(\delta\) from a bright fringe, measured along the fringe vector. In the substrate frame the fringe argument is \(\mathbf G_j\cdot(\mathbf r-\mathbf c)+K\delta\), so \(\phi_j=K\delta-\mathbf G_j\cdot\mathbf c\). The signed sum removes \(\mathbf c\):
\[
\Phi=K\delta-K\delta+K\delta=\frac{2\pi\delta}{p}\qquad\text{(60-degree steps)}.
\]
For 120-degree steps all signs are positive and \(\Phi=6\pi\delta/p\). At \(p=400\) nm, the hole motif \(\Phi=0\) becomes the complementary motif \(\Phi=180^\circ\) when the axis moves from a bright fringe by \(p/2=200\) nm in the first scheme and \(p/6=66.7\) nm in the second. With the threshold at the mean dose (\(t=0\)), holes already give way to pillars at \(\Phi=90^\circ\), that is at half these distances: 100 nm and 33.3 nm. With ideal rotation and stable fringes, 60-degree steps are thus three times less sensitive to axis position.

A rotation error breaks the closure of the vectors. If the third fringe is turned by an extra \(\varepsilon\), then \(|\Delta\mathbf G|=2K\sin(\varepsilon/2)\) and the local phase is \(\Phi(\mathbf r)=\Phi_0+\Delta\mathbf G\cdot\mathbf r\). The motif repeats after
\[
L=\frac{2\pi}{|\Delta\mathbf G|}=\frac{p}{2\sin(\varepsilon/2)} .
\]
An error of 0.010 degrees gives \(L=2.29\) mm, so holes and pillars alternate more than four times across 10 mm along \(\Delta\mathbf G\). To keep the drift of \(\Phi\) below 30 degrees over that field, \(\varepsilon\) must stay below \((\pi/6)/(K\cdot10\ \mathrm{mm})=3.33\) µrad. This limit is for an error in one fringe only. If each of the two turns is off by the same \(\varepsilon\), the drift is \(\sqrt3\) times larger and the limit falls to 1.92 µrad.

## Worked example and process margins

Take a mean dose of 35 mJ/cm² per exposure at the resist bottom and a threshold of 105 mJ/cm², hence \(t=0\). The optical visibility is 0.95. Gaussian blur of the dose with standard deviation \(\sigma=20\) nm multiplies each fringe by \(e^{-K^2\sigma^2/2}=0.952\). The factor is positive, so \(\Phi\) is unchanged. All fringes have the same \(K\), so they keep a common visibility, \(V=0.95\times0.952=0.904\).

For \(\Phi=0\), the peak dose is \(35(3+3\times0.904)=199.9\) mJ/cm², the saddles receive \(35(3-0.904)=73.4\), and the minima 57.5. The threshold lies above the saddles, which isolates the holes. For \(\Phi=180^\circ\), the minimum is 10.1, the saddles 136.6 and the maxima 152.5 mJ/cm². The threshold now lies below the saddles, which isolates the pillars. These values treat the bottom dose as a sum of sinusoidal fringes; bleaching, treated below, changes these dose values by less than 10 % but not the shapes of the contours.

The lattice constant is \(2p/\sqrt3=461.9\) nm and the cell area 184752 nm². The cleared fractions are 0.399 and 0.601 for the two motifs; they add to one because the patterns are complementary. The equal-area diameter is \(\sqrt{4(0.399)(184752)/\pi}=306\) nm for hole and pillar alike. At 90 degrees, the inversion \(\mathbf r\to-\mathbf r\) turns \(f\) into \(-f\), up to a translation, so the fraction must be one half; the computed 0.499 reflects counting on a finite grid. The zero listed among the "extrema" for that phase is the merged saddle.

If the dose is multiplied by \(s\), the threshold moves to \(t=(3/s-3)/V\). Isolated holes at \(\Phi=0\) require \(t>-1\), and isolated pillars at \(\Phi=180^\circ\) require \(t<1\). Together,
\[
\frac{3}{3+V}<s<\frac{3}{3-V},\qquad 0.768<s<1.431 .
\]

Bleaching might seem to make the exposure order matter. In the local Dill model, with intensity \(I\) and remaining absorber \(M\),
\[
\partial_zI=-(AM+B)I,\qquad \partial_tM=-CIM .
\]
The second equation gives \(M=e^{-CE}\), where \(E=\int I\,dt\). Integrating the first over all exposures, with \(I\,dt=dE\),
\[
\frac{dE}{dz}=-\frac{A}{C}(1-e^{-CE})-BE .
\]
Thus \(E\) at any depth depends on the total surface dose and not on its order. Solutions of this equation cannot cross, so a larger surface dose gives a larger dose below, and dose contours keep their shape through the film. This assumes vertical light paths and no dark reaction between exposures. In the example the beams cross a resist of index 1.7 at about 15.5 degrees, so for the real exposure the independence of order and the constancy of the contours hold only approximately. Stepping the rate equations in time for surface doses of 10, 60 and 35 mJ/cm², and then in reverse order, gave 95.70 mJ/cm² at the bottom both times, as did the total-dose equation.

For a 200 nm film with \(A=0.80\) and \(B=0.05\) µm⁻¹ and \(C=0.015\) cm²/mJ, the top receives 1.092 times the bottom dose where the latter equals 105 mJ/cm², as on the threshold contour. Reflection of two symmetric TE beams with substrate reflectance \(R\) multiplies the whole lateral pattern by \(|1+\sqrt R\,e^{i\eta}|^2\), where \(\eta\) depends on height. For \(R=0.5\,\%\) this factor lies between 0.864 and 1.146. The combined estimate, 0.864 to \(1.146\times1.092=1.25\), fits inside the dose window. Without bleaching the top-to-bottom ratio would be \(e^{0.85\times0.2}=1.185\), and the upper value 1.36 would still fit. Feature size nevertheless varies with height.

These parameters are rough values for ultraviolet interference lithography in a thin i-line-type resist. The low reflectance presumes an antireflection layer; a bare reflective substrate can return tens of percent. With the ratio 1.185, the upper edge of the window is reached at \(\sqrt R=\sqrt{1.431/1.185}-1\), or \(R\approx1\,\%\). This is a cautious estimate, because bleaching lowers the ratio; with 1.092 the upper edge moves to \(R\approx2\,\%\), but the lower edge, \((1-\sqrt R)^2=0.768\), is then reached first, at \(R\approx1.5\,\%\). Real resists also have finite contrast, which narrows the usable window, often strongly. Suppose that below the clearing dose \(D_c\) the remaining fraction of the film height is \(\gamma\log_{10}(D_c/D)\), up to a maximum of one. At the nominal dose, the saddles between the holes then keep 78 % of the height for \(\gamma=5\), but only 47 % for \(\gamma=3\). Over a large field, vector closure also needs care: a 0.010-degree error carries the motif from \(\Phi=0\) to \(\Phi=180^\circ\) over about 1.1 mm, and at \(t=0\) holes give way to pillars after about 0.57 mm, even when the dose is correct. The numerical output lists the remaining values.

## Computed results

```
wavelength: 364 nm; fringe period: 400 nm
two-beam half-angle in air: 27.06 deg
lattice constant: 461.9 nm
cell area: 184752 nm2
mean dose per exposure (bottom): 35.0 mJ/cm2
threshold dose: 105.0 mJ/cm2
optical visibility: 0.950; blur: 20 nm
blur factor: 0.9518; visibility after blur: 0.9043
Phi=0 deg: f at extrema: -1.500, -1.500, 3.000
Phi=0 deg: dose at extrema: 57.5, 57.5, 199.9 mJ/cm2
Phi=0 deg: saddle f: -1.000; dose: 73.4 mJ/cm2
Phi=0 deg: cleared area fraction: 0.399
Phi=90 deg: f at extrema: -2.598, 0.000, 2.598
Phi=90 deg: dose at extrema: 22.8, 105.0, 187.2 mJ/cm2
Phi=90 deg: saddle f: 0.000; dose: 105.0 mJ/cm2
Phi=90 deg: cleared area fraction: 0.499
Phi=180 deg: f at extrema: -3.000, 1.500, 1.500
Phi=180 deg: dose at extrema: 10.1, 152.5, 152.5 mJ/cm2
Phi=180 deg: saddle f: 1.000; dose: 136.6 mJ/cm2
Phi=180 deg: cleared area fraction: 0.601
holes per cell at Phi=0, f>0: 1
pillars per cell at Phi=180 deg, f<0: 1
holes per cell at Phi=180 deg, f>1.2: 2
equal-area hole diameter, Phi=0: 306 nm
equal-area pillar diameter, Phi=180 deg: 306 nm
axis displacement turning holes to pillars, 60-deg steps: 200.0 nm
same, 120-deg steps: 66.7 nm
coherent three-beam polar angle in air: 31.69 deg
coherent Phi, TE: 180.0 deg
coherent Phi, TM: 180.0 deg
coherent Phi, circular: 25.0 deg
coherent Phi, common linear: 0.0 deg
polar angle where TM motif switches: 35.26 deg
dose-factor window for both motifs: 0.768 to 1.431
substrate reflectance: 0.5 %
standing-wave dose factor: 0.864 to 1.146
resist thickness: 200 nm
Dill A, B: 0.80, 0.05 1/um; C: 0.015 cm2/mJ
top-to-bottom dose ratio: 1.092
combined dose-factor range: 0.864 to 1.252
order test, surface doses: [10.0, 60.0, 35.0] mJ/cm2
bottom dose, two orders: 95.70, 95.70 mJ/cm2
bottom dose, total-dose equation: 95.70 mJ/cm2
rotation error: 0.010 deg
motif cycle length across sample: 2.29 mm
field size: 10 mm
rotation error for 30-deg drift of Phi over field: 3.33 urad
```
